# Energy gained by joining dangling orbitals and half-filled metallic chains

## Problem

When two surfaces are brought together, electrons can hop from one to the other, and this can lower the electronic energy. Compare two idealized cases in which a single weak bond, of hopping amplitude $t'>0$, joins two identical halves.

- **Lone pair.** Each half is one dangling orbital.
- **Chains.** Each half is a chain of $N$ orbitals with nearest-neighbour hopping $t>0$. The bond joins the two end orbitals, and $N\to\infty$ is taken at fixed $t'$.

The orbitals are orthogonal and have energy zero. There is one electron per orbital, the electrons have spin but do not interact, and the temperature is zero. The Hamiltonian has matrix elements $-t$ inside the chains and $-t'$ across the joint. Define the gain as

$$G=E_{\rm separated}-E_{\rm joined},$$

so that a positive $G$ favours joining.

1. Find $G$ for the lone pair.
2. For finite chains, find the part of $G$ that is of first order in $t'$.
3. Find $G$ for semi-infinite chains at any $t'/t$, and its weak-bond and strong-bond limits.
4. Evaluate both gains for $t=2$ eV, $t'=0.1$ eV and one bond per $(0.25\ \text{nm})^2$.
5. Determine how temperature, on-site repulsion and hopping parallel to the interface change the comparison.

## Solution

### 1. The lone pair

The one-electron Hamiltonian has zeros on its diagonal and $-t'$ off it, so its levels are $-t'$ and $+t'$. Both electrons, with opposite spins, occupy the lower level. The separated orbitals have energy zero, hence

$$G_{\rm pair}=2t'.$$

The gain is linear because the two orbitals are degenerate and only the lower combination is filled.

### 2. Finite chains at first order

Count the sites of each chain from the joint, $j=1,\dots,N$. The standing waves and levels are

$$\psi_k(j)=\sqrt{\tfrac{2}{N+1}}\,\sin\frac{jk\pi}{N+1},\qquad \varepsilon_k=-2t\cos\frac{k\pi}{N+1},\qquad k=1,\dots,N.$$

Every left level has a right partner at the same energy. The bond couples the partners with strength $t'w_k$, where

$$w_k=\psi_k(1)^2=\frac{2}{N+1}\sin^2\frac{k\pi}{N+1}$$

is the weight of the state on the end site. Each pair therefore splits linearly into $\varepsilon_k\pm t'w_k$. Linear splitting alone gives no linear gain: if both levels are filled, their shifts cancel.

The $2N$ electrons fill the lowest $N$ of the $2N$ levels. For even $N$ no level lies at zero, every pair is full or empty, and the first-order gain vanishes. For odd $N$ the pair with $k=(N+1)/2$ lies at zero energy and holds two electrons. Both enter its lower level, and since $w_k=2/(N+1)$,

$$G^{(1)}=2t'w_k=\frac{4t'}{N+1}\quad(N\ \text{odd}),\qquad G^{(1)}=0\quad(N\ \text{even}).$$

For $N=1$ this is the lone pair. As $N$ grows, the half-filled state spreads over the chain, its end weight falls, and the linear term disappears.

### 3. Semi-infinite chains

**Energy as a frequency integral.** Reversing the sign of the orbitals on every second site turns $H$ into $-H$. The spectrum is therefore symmetric about zero, and the sum of the lowest $N$ levels is $-\frac12\sum_n|\varepsilon_n|$ over all $2N$ levels. With two spins, $E=-\sum_n|\varepsilon_n|$. Writing $\varepsilon_n^0$ for the separated levels,

$$G=\sum_n\left(|\varepsilon_n|-|\varepsilon_n^0|\right).$$

For $a,b>0$,

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\frac{\omega^2+a^2}{\omega^2+b^2}=a-b, \tag{1}$$

because the left side vanishes at $a=b$ and its derivative with respect to $a$ is $\int d\omega\,(2a)/[2\pi(\omega^2+a^2)]=1$. The cases $a=0$ and $b=0$ follow as limits.

Let $D(z)=\det(z-H)$, and let $D_0$ be the same determinant for the separated halves. Since $D(i\omega)=\prod_n(i\omega-\varepsilon_n)$ with real levels, $\prod_n(\omega^2+\varepsilon_n^2)=|D(i\omega)|^2$, so

$$G=\frac1\pi\int_{-\infty}^{\infty}d\omega\,\ln\left|\frac{D(i\omega)}{D_0(i\omega)}\right|.$$

With $V$ the bond term, $D/D_0=\det[1-(z-H_0)^{-1}V]$. The matrix $V$ has nonzero columns only at the two end sites, so the determinant reduces to the block on those sites. If $g(z)$ is the end-site element of $(z-H_0)^{-1}$,

$$\frac{D}{D_0}=\det\begin{pmatrix}1&t'g\\t'g&1\end{pmatrix}=1-t'^2g^2 .$$

In one half, levels at $\pm\varepsilon_k$ have equal end weights. Adding their contributions gives

$$g(i\omega)=\sum_k\frac{w_k}{i\omega-\varepsilon_k}=-i\,s(\omega),\qquad s(\omega)=\sum_k\frac{w_k\,\omega}{\omega^2+\varepsilon_k^2}.$$

Thus $g^2=-s^2$, which is even in $\omega$, and

$$G=\frac2\pi\int_0^\infty d\omega\,\ln\left[1+t'^2s(\omega)^2\right]. \tag{2}$$

**The two end responses.** A lone orbital has $s=1/\omega$. Equation (1) with $a=t'$, $b\to0$ then returns $G=2t'$. For a semi-infinite chain, eliminating all sites behind the first leaves the same semi-infinite chain attached to it, so $g=1/(z-t^2g)$. Inserting $z=i\omega$ and $g=-is$ gives

$$t^2s^2+\omega s-1=0,\qquad s(\omega)=\frac{2}{\omega+\sqrt{\omega^2+4t^2}},$$

where the positive root is taken because $s>0$ for $\omega>0$.

This is the origin of the contrast. The lone orbital's response diverges at low frequency, so however small $t'$ is, there is a range $\omega\lesssim t'$ in which the logarithm cannot be expanded. In the chain the end state is spread over a band, $s$ never exceeds $1/t$, and for $t'\ll t$ the logarithm can be expanded at every frequency. Its first term is quadratic in $t'$.

**Closed form.** Put $\omega=2t\sinh\theta$ and $u=e^{-\theta}$. Then $s=u/t$, while $d\omega=2t\cosh\theta\,d\theta$ becomes $t(1+u^{-2})\,du$ after the limits are reversed. With $x=t'/t$,

$$G=\frac{2t}{\pi}\int_0^1\left(1+\frac1{u^2}\right)\ln(1+x^2u^2)\,du .$$

Integrate by parts, using $u-1/u$ as the antiderivative of $1+u^{-2}$. The boundary term vanishes at $u=1$, where $u-1/u=0$, and at $u\to0$, where the logarithm behaves as $x^2u^2$. Hence

$$G=\frac{4t}{\pi}\int_0^1\frac{x^2(1-u^2)}{1+x^2u^2}\,du .$$

The numerator equals $(1+x^2)-(1+x^2u^2)$, and therefore

$$G_{\rm chain}=\frac{4t}{\pi}\left[\left(x+\frac1x\right)\arctan x-1\right]. \tag{3}$$

**Weak bond.** From $\arctan x=x-x^3/3+x^5/5-\dots$, the bracket is $\frac23x^2-\frac2{15}x^4+\dots$, so

$$G_{\rm chain}=\frac{8}{3\pi}\frac{t'^2}{t}\left(1-\frac{x^2}{5}+\dots\right). \tag{4}$$

The leading term has a direct reading. Let $\rho(\varepsilon)=\sqrt{4t^2-\varepsilon^2}/(2\pi t^2)$ be the end-site density of states per spin. Then $s=2\int_0^{2t}d\varepsilon\,\rho(\varepsilon)\,\omega/(\omega^2+\varepsilon^2)$. Using

$$\int_0^\infty\frac{\omega^2\,d\omega}{(\omega^2+a^2)(\omega^2+b^2)}=\frac{\pi}{2(a+b)},$$

the expanded form of (2) becomes

$$G\simeq4t'^2\int_0^{2t}\!\!\int_0^{2t}\frac{\rho(\varepsilon)\rho(\varepsilon')}{\varepsilon+\varepsilon'}\,d\varepsilon\,d\varepsilon'.$$

An electron makes a virtual hop from a filled state on one side to an empty state on the other. Two directions and two spins give the factor 4. A metal has no gap, so the denominator can vanish, but the area of the region $\varepsilon+\varepsilon'<\eta$ shrinks as $\eta^2$, and the integral converges.

**Strong bond.** At $x=1$ the joint is an ordinary bond and $G=2t-4t/\pi$. For $x\gg1$, $\arctan x\simeq\pi/2-1/x$ gives $G\simeq2t'-8t/\pi$. The two end sites then form a strongly bound pair. The cost $8t/\pi$ is that of detaching two sites from the chains, each worth the bulk energy per site, $\frac{2}{2\pi}\int_{-\pi/2}^{\pi/2}2t\cos k\,dk=4t/\pi$. The quadratic law thus belongs to $t'\ll t$ and not to metallic chains in general.

### 4. Numbers

Here $x=0.1/2=0.05$. The two gains per bond are

$$G_{\rm pair}=2(0.1\ \text{eV})=0.200\ \text{eV},\qquad G_{\rm chain}\simeq0.8488\,\frac{(0.1)^2}{2}\ \text{eV}=0.00424\ \text{eV}.$$

Their ratio is about 47. One bond per $0.0625\ \text{nm}^2$ converts 1 eV per bond into $2.56\ \text{J/m}^2$, so the gains are $0.51$ and $0.011\ \text{J/m}^2$. Halving $t'$ to 0.05 eV at fixed $t$ halves the pair gain to 0.100 eV and quarters the chain gain to 0.00106 eV.

Chain length matters when the bond is weak. The first-order gain of odd chains equals the quadratic gain of semi-infinite ones when

$$\frac{4t'}{N+1}=\frac{8t'^2}{3\pi t},\qquad N+1=\frac{3\pi t}{2t'}\simeq94 .$$

Direct diagonalization gives 0.0082 eV for $N=99$, close to the sum of the first-order term, 0.0040 eV, and the semi-infinite gain, 0.0042 eV. For $N=100$ it gives 0.0042 eV. At $N=999$ and $1000$ the gains are 0.0046 and 0.0042 eV. If $t'\to0$ at fixed odd $N$, the linear term wins, which is why the order of limits was specified.

### 5. What changes the comparison

**Temperature.** Let each half exchange electrons with a reservoir at chemical potential zero, and let $G$ now be the gain in free energy (grand potential). The two levels $\pm t'$ contribute through

$$(1+e^{t'/k_BT})(1+e^{-t'/k_BT})=4\cosh^2\frac{t'}{2k_BT}.$$

The separated orbitals give 4 in place of this product. Multiplying the logarithm of the ratio by $2k_BT$, for two spins,

$$G_{\rm pair}(T)=4k_BT\ln\cosh\frac{t'}{2k_BT}.$$

For $t'\ll k_BT$ this is $t'^2/(2k_BT)$, so heat also removes the linear law. At 300 K, $k_BT=0.0259$ eV and the gain is 0.130 eV; at 600 K it is 0.085 eV. Both cases have $t'>k_BT$ and lie in the crossover, not in the quadratic limit, which would give 0.193 and 0.097 eV. At 300 K the gain is still close to $2t'-4k_BT\ln2=0.128$ eV, the linear law less the entropy term of the separated orbitals.

For the chains, the product formula $\cosh(a/2k_BT)=\prod_{n\ge0}(1+a^2/\omega_n^2)$, with $\omega_n=(2n+1)\pi k_BT$, turns the integral (2) into

$$G(T)=4k_BT\sum_{n\ge0}\ln[1+t'^2s(\omega_n)^2].$$

Since $s$ varies on the scale $t\gg k_BT$, the sum stays close to the integral: the chain gain falls by 0.02% at 300 K and 0.08% at 600 K, relative to zero temperature.

**Repulsion.** Let two electrons on the same orbital cost $U$. In the lone pair, the singlet with one electron on each orbital has energy zero. It couples with amplitude of size $2t'$ to the symmetric combination of doubly occupied orbitals, which has energy $U$. The lower eigenvalue of this two-state problem gives

$$G_{\rm pair}=\sqrt{\frac{U^2}{4}+4t'^2}-\frac U2\;\longrightarrow\;\frac{4t'^2}{U}\qquad(t'\ll U).$$

For $U=1$ eV the gain is $\sqrt{0.25+0.04}-0.5=0.0385$ eV, about a fifth of the noninteracting value. The linear law thus needs $t'\gg U$, a severe condition for a localized orbital.

For the chains, exact diagonalization of two four-site chains with the same $U$ lowers the gain from 0.00313 to 0.00305 eV, or by about 2.5%. The reduction still grows with length: 1.9%, 2.5% and 2.75% for two, four and six sites per half. Short odd chains behave like the lone pair instead, because their gain comes mainly from the half-filled pair of section 2: the same $U$ lowers it from 0.102 to 0.021 eV for three sites and from 0.070 to 0.015 eV for five. The few-percent figure thus describes short even chains; it does not establish the law for infinite interacting chains.

**Lateral hopping in the metal.** In a crystal with a flat, matched interface, lateral momentum is conserved. Each lateral momentum gives a pair of chains whose levels are shifted by a lateral energy $e$. With the chemical potential held at zero, this is an unshifted chain filled up to $\mu=-e$. The second-order gain is

$$G(\mu)=4t'^2\int_{-2t}^{\mu}d\varepsilon\int_\mu^{2t}d\varepsilon'\,\frac{\rho(\varepsilon)\rho(\varepsilon')}{\varepsilon'-\varepsilon}.$$

Differentiating both limits gives a principal-value integral, which is minus the real part of $g(\mu)$. Inside the band, $g=1/(z-t^2g)$ has ${\rm Re}\,g(\mu)=\mu/(2t^2)$, so

$$\frac{dG}{d\mu}=-4t'^2\rho(\mu)\frac{\mu}{2t^2}=-\frac{t'^2}{\pi t^4}\,\mu\sqrt{4t^2-\mu^2}.$$

A full band has no gain, so $G(2t)=0$. Integrating from there,

$$G=\frac{t'^2}{3\pi t^4}(4t^2-\mu^2)^{3/2}=\frac{8t'^2}{3\pi t}\left(1-\frac{e^2}{4t^2}\right)^{3/2},$$

and $G=0$ for $|e|>2t$. At $e=0$ this agrees with (4). For a simple cubic crystal with lateral hopping also equal to $t$, averaging over lateral momentum multiplies the quadratic gain by 0.42. The result is 0.0018 eV per bond, or $0.0046\ \text{J/m}^2$. The law remains quadratic, with a smaller coefficient.

**Lateral hopping between dangling orbitals.** Suppose each surface carries a sheet of such orbitals. At lateral energy $e$, joining produces levels $e\pm t'$. If $|e|>t'$, both are filled or both are empty, and nothing is gained. If $0<e<t'$, two electrons enter the level $e-t'$ and gain $2(t'-e)$. If $-t'<e<0$, four electrons at $e$ are replaced by two at $e-t'$, with a gain of $4e-2(e-t')=2(t'-|e|)$. The gain per bond is therefore the average of $2\max(t'-|e|,0)$. If the density $D$ of lateral energies is nearly constant over $|e|<t'$, this is $2Dt'^2$, again quadratic. A square sheet with lateral hopping $h$ is a marginal exception, because its density of lateral energies diverges logarithmically at $e=0$. For $t'\ll h$ its gain is $\frac{t'^2}{\pi^2h}\left[\ln\frac{16h}{t'}+\frac32\right]$, which falls slightly more slowly than $t'^2$ but still much faster than $t'$. For $h=0.05$ eV and $t'=0.1$ eV, the full average gives 0.073 eV instead of 0.200 eV.

### Relation to bonded chips

The atomic spacing of a few tenths of a nanometre and the temperatures of several hundred kelvin are of the order met in direct metal-to-metal pad bonding in stacked chips. The hopping $t=2$ eV is only illustrative: it gives a single chain a band 8 eV wide, but the cubic metal of section 5 a band 24 eV wide. The filled half of that band spans 12 eV, against about 7 eV in the free-electron estimate for copper, a common pad metal. The value $t'=0.1$ eV describes poor contact across a residual gap and is far below that of a finished metallic joint, for which $t'$ is comparable with $t$. Of the three effects in section 5, at the parameter values used there, lateral hopping changes the metallic result most, by the factor 0.42, while repulsion changes the dangling-orbital result most, by a factor of about five. These corrections were computed separately and should not simply be multiplied. Real pads also have roughness, oxide, several bands and short-range repulsion between atoms, none of which is included. $G$ is thus an electronic contribution to bonding and not a predicted adhesion energy. The numerical output below gives the values in more detail.

## Numbers as computed

```
chain hopping t = 2.00 eV, band width 4t = 8.0 eV
link hopping t' = 0.10 eV, t'/t = 0.050
area per bond = 0.0625 nm^2
1 eV per bond = 2.5635 J/m^2
-- main results, zero temperature --
lone pair gain = 0.2000 eV = 0.5127 J/m^2
chain gain, closed form = 0.004242 eV = 0.01087 J/m^2
chain gain, diagonalization = 0.004242 eV
chain gain, quadratic law = 0.004244 eV
coefficient 8/(3 pi) = 0.84883
ratio pair/chain = 47.15
-- link halved from 0.10 to 0.05 eV --
pair gain at half link = 0.1000 eV
chain gain at half link = 0.001061 eV
exponent, pair = 1.0000; chain = 1.9995
-- stronger links: closed form, quadratic law, 2t' (eV) --
t'/t = 0.3: 0.1501, 0.1528, 1.2000
t'/t = 1.0: 1.4535, 1.6977, 4.0000
t'/t = 5.0: 15.6397, 42.4413, 20.0000
-- finite chains, N sites per half, t' = 0.10 eV --
N = 9: gain = 0.043492 eV
N = 10: gain = 0.003702 eV
N = 99: gain = 0.008174 eV
N = 100: gain = 0.004180 eV
N = 999: gain = 0.004635 eV
N = 1000: gain = 0.004236 eV
linear = quadratic gain at N+1 = 94.2
-- temperature (free-energy gain) --
300 K: kT = 0.02585 eV, pair = 0.1305 eV
300 K: chain = 0.004241 eV, relative change = -2.1e-04
600 K: kT = 0.05170 eV, pair = 0.0846 eV
600 K: chain = 0.004239 eV, relative change = -8.2e-04
-- repulsion U = 1.0 eV --
pair gain = 0.0385 eV; 4t'^2/U = 0.0400 eV
two 4-site chains, U = 0: gain = 0.003130 eV
two 4-site chains, with U: gain = 0.003053 eV
cluster ratio with U / without U = 0.9755
-- lateral hopping --
cubic metal: factor on quadratic gain = 0.4227
cubic metal: gain = 0.001794 eV per bond
cubic metal: gain = 0.00460 J/m^2
cubic metal, slab diagonalization = 0.001794 eV per bond
dangling sheet, lateral hopping = 0.05 eV
dangling sheet: gain = 0.0729 eV per bond
```
